# Kelvin-Probe and Thermionic Work Functions Differ on a Patchy Electrode

Suppose that the saturated current of a hot cathode is to be calculated and that a Kelvin probe has given its work function as 2.35 eV. Should this number go into Richardson's law? For the electrode treated below, at 1100 K and in a collecting field of 0.02 MV/cm, doing so predicts 0.0044 A/cm². Adding the emission of its patches, each treated as if it were alone, gives 0.053 A/cm², twelve times more; the field between the patches, treated later, trims this to about 0.051 A/cm². Both calculations use the same surface, temperature and field.

## The belief and its appeal

The belief is that a metal electrode has one work function, so that two sound methods must agree on it. On a uniform surface this is right for a Kelvin reading and for the size of the emission current, both taken at the same temperature. The work function is the energy from the Fermi level to the electron's potential energy just outside the surface. A Kelvin probe compares that outside level with its own, and thermionic emission counts the electrons that reach it.

The appeal survives on a patchy surface because the metal still has one Fermi level. The outside level, however, varies from patch to patch. Each method then reports an average, and the averages have different weights.

Let two kinds of patch have area shares $f_1$ and $f_2=1-f_1$ and local work functions $\phi_1<\phi_2$, with $\Delta=\phi_2-\phi_1$. The patches are parallel stripes of period $L$ on a flat surface; the low ones have width $a=f_1L$. Energies are those of an electron, measured from the emitter's Fermi level, and $z$ points outward. The example has $\phi_1=2.0$ eV, $\phi_2=2.5$ eV, $f_1=0.3$, $L=20$ µm and $a=6$ µm.

## What the Kelvin probe averages

Put a large flat probe of uniform work function $\phi_p$ at $z=d$, and raise its electric potential by $V$ relative to the emitter. Its Fermi level moves to $-eV$, so the electron energy $U(x,z)$ in the gap satisfies

$$\nabla^2U=0,\qquad U(x,0)=\phi(x),\qquad U(x,d)=\phi_p-eV .$$

Average over one period. The term $\partial^2U/\partial x^2$ integrates to the difference of $\partial U/\partial x$ at the two ends, which is zero by periodicity. Hence $d^2\bar U/dz^2=0$, and the mean energy is linear in $z$:

$$\frac{d\bar U}{dz}=\frac{\phi_p-eV-\phi_K}{d},\qquad \phi_K=f_1\phi_1+f_2\phi_2 .$$

Since $U$ is $-e$ times the electric potential, the field is $E_z=(1/e)\,\partial U/\partial z$. The probe's outward normal points along $-z$, so its mean surface charge is

$$\bar\sigma=-\frac{\varepsilon_0}{e}\,\frac{\phi_p-eV-\phi_K}{d}.$$

It vanishes at $eV=\phi_p-\phi_K$ for every $d$. Vibrating the probe then induces no net current, and the reading $\phi_p-eV$ is the area mean:

$$\phi_K=0.3(2.0)+0.7(2.5)=2.35\ \text{eV}.$$

Solving Laplace's equation on a grid, with gaps of 5 and 10 µm, gave 2.3500 eV both times. A gap smaller than the period does not spoil the average.

The result needs a probe that collects charge over a whole number of periods, or over so many that a fraction of one does not matter. Consider instead a very small sensing area in an otherwise equal, guarded flat probe. A Fourier component $\phi_ke^{ikx}$ of the surface energy continues into the gap as $\phi_ke^{ikx}\sinh k(d-z)/\sinh kd$. Its slope at the probe is $-(\phi_k/d)\,e^{ikx}\,kd/\sinh kd$, whereas the mean component gives $-\phi_K/d$. The bias at which the local charge vanishes therefore gives a reading that weights each component by $kd/\sinh kd$.

This factor is the Fourier transform of $(\pi/4d)\,\mathrm{sech}^2(\pi s/2d)$, where $s$ is the lateral distance from the sensor. (The transform follows by closing the contour at $\mathrm{Im}\,s=2d$, where the sech² repeats, around the double pole at $s=id$.) Integrating the weight over $|s|<a/2$, and neglecting the other low stripes, gives above a stripe centre

$$\phi_{\rm loc}=\phi_2-\Delta\tanh\frac{\pi a}{4d}.$$

At $d=2$ µm this is 2.009 eV, and the grid solution agrees to that digit. A sensor that nulls its charge can thus see the low patch, provided that it is both local and close. A vibrating sensor nulls the change of its charge with $d$ instead. The charge is proportional to $(\phi_p-eV-\phi_{\rm loc})/d$, so for small vibrations the reading becomes $\phi_{\rm loc}-d\,d\phi_{\rm loc}/dd$, here about 1.97 eV. For the area mean, which does not depend on $d$, the two nulls always coincide; for a local reading they generally differ.

## What emission averages

Take first a field strong enough for each patch to emit as if it were alone. Just outside patch $i$, an electron has energy $\phi_i$ plus its kinetic energy. Let $E$ be the part of its energy that excludes lateral motion. With two spin states per phase-space volume $h^3$, and $v_z\,dp_z=dE$,

$$J_i=\frac{2e}{h^3}\int_{\phi_i}^{\infty}dE\int\frac{dp_x\,dp_y}{1+e^{(E+p_\perp^2/2m)/kT}} .$$

Here $p_\perp^2=p_x^2+p_y^2$. Setting $dp_x\,dp_y=2\pi m\,dE_\perp$ gives $2\pi mkT\ln(1+e^{-E/kT})$ for the lateral integral. Because $\phi_i\gg kT$, the logarithm may be replaced by $e^{-E/kT}$, and the remaining integral yields

$$J_i=AT^2e^{-\phi_i/kT},\qquad A=\frac{4\pi emk^2}{h^3}=120.17\ \text{A cm}^{-2}\,\text{K}^{-2}.$$

Transmission is taken as one. For $\phi_1$ at 1100 K, the replacement of the logarithm costs a relative error of about $2\times10^{-10}$.

The collecting field pulls with an outward force $F$, and the electron's image charge adds the energy $-C/z$, with $C=e^2/16\pi\varepsilon_0$. The sum $-Fz-C/z$ has zero slope where $C/z^2=F$:

$$z_m=\sqrt{C/F},\qquad S=Fz_m+\frac{C}{z_m}=2\sqrt{CF}.$$

$S$ is the Schottky lowering of the barrier, common to both patches. Currents add in proportion to area, so

$$J=AT^2e^{S/kT}\sum_if_ie^{-\phi_i/kT}.$$

An experimenter who assumes one work function, the theoretical $A$ and the known lowering $S$ writes $J=AT^2e^{-(\phi_{\rm em}-S)/kT}$. Comparing the two expressions gives

$$\phi_{\rm em}=-kT\ln\left(f_1e^{-\phi_1/kT}+f_2e^{-\phi_2/kT}\right).$$

In the example $kT=0.09479$ eV and $e^{-\Delta/kT}=0.00512$. Taking out $\phi_1$,

$$\phi_{\rm em}=2.0-0.09479\,\ln(0.3+0.7\times0.00512)=2.113\ \text{eV}.$$

The low patches fill 30% of the area and supply 98.8% of the current. The Kelvin value is higher by 0.237 eV, and $e^{0.237/0.09479}\approx12$ is the factor met at the start.

## A third number from the Richardson plot

One may instead plot $\ln(J/T^2)$ against $\beta=1/kT$ at fixed field and take the slope. With temperature-independent $\phi_i$,

$$\frac{d}{d\beta}\ln\frac{J}{T^2}=S-\phi_R,\qquad \phi_R=\sum_iw_i\phi_i,\qquad w_i=\frac{f_ie^{-\beta\phi_i}}{\sum_jf_je^{-\beta\phi_j}} .$$

The weights are now shares of current. After correction for $S$ the slope gives $\phi_R=2.006$ eV, almost the work function of the low patch. This value is for independent patches; the vertical estimate with the patch field, described below, gives about 2.010 eV at 0.02 MV/cm.

The order of the three values follows from the definition of $\phi_{\rm em}$, which allows the weights to be written as $w_i=f_ie^{-\beta(\phi_i-\phi_{\rm em})}$. Take the logarithm of $w_i/f_i$ and average it, first with $w_i$ and then, with reversed sign, with $f_i$:

$$D\equiv\sum_iw_i\ln\frac{w_i}{f_i}=\beta(\phi_{\rm em}-\phi_R),\qquad
\sum_if_i\ln\frac{f_i}{w_i}=\beta(\phi_K-\phi_{\rm em}).$$

Neither sum can be negative. Since $\ln y\le y-1$, we have $-D=\sum w_i\ln(f_i/w_i)\le\sum(f_i-w_i)=0$; exchanging $f$ and $w$ treats the other sum. Therefore

$$\phi_1\le\phi_R\le\phi_{\rm em}\le\phi_K .$$

The tangent to the plot has the intercept $\ln A_{\rm app}=\ln A-\beta(\phi_{\rm em}-\phi_R)$, or $A_{\rm app}=Ae^{-D}$. In the example this is 38.8 A cm⁻² K⁻². The pair $(\phi_R,A_{\rm app})$ reproduces the current at the chosen temperature. Combining $\phi_R$ with the theoretical $A$ overestimates it by a factor of $120.17/38.83\approx3.1$.

Two limits show when the distinction matters. For $\Delta\ll kT$, write $\phi_i=\phi_K+\eta_i$, with $\eta_1=-f_2\Delta$ and $\eta_2=f_1\Delta$. Then $\sum f_i\eta_i=0$ and $\sum f_i\eta_i^2=f_1f_2\Delta^2$. Expanding the exponentials to second order and then the logarithm gives

$$\phi_K-\phi_{\rm em}\simeq\frac{f_1f_2\Delta^2}{2kT}.$$

The disagreement is of second order in the contrast, so the belief works well on nearly uniform surfaces. For $\Delta\gg kT$, provided also that $(\Delta/kT)f_2e^{-\Delta/kT}\ll f_1$, the high patches drop out. Then $\phi_{\rm em}\simeq\phi_1+kT\ln(1/f_1)$, $\phi_R\simeq\phi_1$ and $A_{\rm app}\simeq f_1A$: the low patch emits, and its limited area appears in the constant.

Even with fixed patches, $\phi_{\rm em}$ depends on temperature. Differentiating its definition gives $d\phi_{\rm em}/dT=(\phi_{\rm em}-\phi_R)/T$. Here that is $0.107/1100\approx1\times10^{-4}$ eV/K, although no local work function has moved.

## Why the collecting field must be strong

Neighbouring patches at different outside levels create a field of their own. Above a low patch it pushes electrons back, because the energy must rise from $\phi_1$ towards the mean $\phi_K$. Let $u(x,z)$ be the harmonic function that equals one on the low stripes, zero on the high ones, and stays bounded far away. With $K=2\pi/L$ and $x=0$ at a low-stripe centre, the Fourier series of the stripes gives

$$u=f_1+\sum_{n\ge1}\frac{2\sin(n\pi f_1)}{n\pi}\cos(nKx)\,e^{-nKz}.$$

The anode is taken to be much farther away than $L$. The full electron energy is

$$U=\phi_2-\Delta\,u-Fz-\frac Cz .$$

The retarding force of the patches at the surface is $-\Delta\,\partial u/\partial z$ for $z\to0$. Differentiation removes the $1/n$. The product of sine and cosine is half the sum of two sines, and

$$\sum_{n\ge1}q^n\sin n\alpha=\frac{q\sin\alpha}{1-2q\cos\alpha+q^2}\;\longrightarrow\;\tfrac12\cot\frac{\alpha}{2}\qquad(q\to1).$$

At distance $s$ from one edge of the low stripe, the retarding force is therefore

$$F_{\rm ret}(s)=\frac{\Delta}{L}\left[\cot\frac{\pi s}{L}+\cot\frac{\pi(a-s)}{L}\right].$$

It is smallest at the centre, where it equals $(2\Delta/L)\cot(\pi f_1/2)$. In the example this is 0.098 eV/µm, which corresponds to a field of 0.00098 MV/cm. A weaker collecting field leaves every point of the low patch retarded. The applied 0.02 MV/cm, or 2 eV/µm as a force, is twenty times stronger.

Near an edge $F_{\rm ret}\simeq\Delta/\pi s$, which exceeds $F$ within a strip of width $\Delta/\pi F=0.08$ µm. The two strips take up about 2.7% of the 6 µm stripe.

The image force adds a second condition: the barrier top must lie much closer to the surface than the patch width. Here $z_m=13.4$ nm and $S=2Fz_m=0.054$ eV. At the stripe centre the patches raise the barrier top by only about $0.098\times0.0134=0.0013$ eV.

## The weak-field case

In a weak field the exponential average over local work functions fails, and a general bound shows how. Consider classical electrons crossing a plane at height $z$. The phase-space density is constant along an orbit. An orbit that started at the emitter carries the equilibrium density; one that comes from the cold collector carries none; a trapped one contributes no net current. The net current thus cannot exceed the outward equilibrium flux, for any plane:

$$J\le AT^2\min_z\left\langle e^{-U(x,z)/kT}\right\rangle_x .$$

As $F\to0$, choose a plane many periods away at which $Fz$ is still much less than $kT$. There $U\to\phi_K$, so $J\le AT^2e^{-\phi_K/kT}$. The work function deduced from emission is then at least the Kelvin value, since electrons from the low patches must also climb to the mean level.

The table follows the deduced work function at 1100 K, with $S$ corrected for. The estimate takes the highest $U$ on each vertical line as the barrier and ignores lateral motion. The last column is the lower bound implied by the flux argument, not a predicted value.

| Field (MV/cm) | Vertical estimate (eV) | Lower bound (eV) |
|---:|---:|---:|
| 0.000001 | 2.422 | 2.349 |
| 0.0001 | 2.356 | 2.299 |
| 0.001 | 2.156 | 2.150 |
| 0.005 | 2.123 | 2.121 |
| 0.02 | 2.118 | 2.117 |

Most of the fall in the estimate occurs between 0.0001 and 0.001 MV/cm, as the collecting field rises to the central patch field of 0.00098 MV/cm. The change to patch emission is not yet complete there: at 0.001 MV/cm the estimated current is about 64% of the ideal patch value for the same $S$. In the strongest field the estimate is 0.005 eV above the ideal $\phi_{\rm em}$, equivalent to about 5% less current.

Classical trajectories, computed without the image force, show what lateral motion does. At 0.02 MV/cm they give $2.114\pm0.001$ eV, and the vertical estimate without image force is also 2.114 eV. At 0.0001 MV/cm they give $2.326\pm0.003$ eV against 2.354 eV, so lateral motion lets more electrons escape than the estimate allows. This value is already slightly below $\phi_K$: the inequality for vanishing field must not be applied to every field that looks small.

## Beside a real cathode

The parameters are round numbers in the rough regime of a thermionic dispenser cathode, for which a work function near 2 eV and a temperature somewhat above 1000 K are reasonable. The contrast, the area share and the regular stripes with their 20 µm period are choices. The period matters because the patch field grows as $1/L$. With $L=2$ µm and the same area shares, the central patch field would be 0.0098 MV/cm, about half the collecting field, and the vertical estimate of the current would fall about 32% below the ideal patch value. The current density of 0.05 A/cm² is low for such a device, which usually runs hotter. In normal service its current is often limited by space charge; the comparison here concerns the saturated regime. At 2 kV across 1 mm the space-charge limit is 21 A/cm², and space charge weakens the surface field by only 0.15%. In the row for 0.0001 MV/cm, by contrast, the estimated current is a third of the limit, so that row describes the model without space charge rather than a measurement at this temperature. This holds still more for the row at 0.000001 MV/cm, where the estimated current far exceeds the limit. Even at 0.001 MV/cm the estimated current is about a tenth of the limit, and space charge would weaken the surface field by about 6%.

The assumption most likely to matter is that the patches stay the same between the two measurements. The Kelvin reading belongs at room temperature, because the hot cathode's emission would add to the probe current. If every local work function rose by a rough $10^{-4}$ eV/K, the reading at 300 K would be 0.08 eV lower than at 1100 K, hiding a third of the 0.237 eV difference. The same drift lowers the Richardson slope by $10^{-4}\times1100=0.11$ eV, to 1.90 eV, below either local value at 1100 K. The ordering of the three numbers was derived for local work functions that do not vary with temperature, and it can fail when they do. Changes of surface coverage on heating are not included.

Three other omissions have smaller estimated effects for these numbers. Roughness that doubled the local field would lower the barrier by a further 0.022 eV. An assumed 5% reflection would raise the deduced work function by 0.005 eV, and tunnelling near the barrier top, estimated by treating the top as a parabola, changes the current by only about 0.01% in order of magnitude. The field is about one fifteenth of a rough vacuum-breakdown value of 0.3 MV/cm.

The choice of work function thus depends on the quantity to be calculated. The mean field in a wide, flat gap calls for $\phi_K$. A saturated current calls for $\phi_{\rm em}$ at the operating temperature with the theoretical $A$, or for $\phi_R$ together with its own $A_{\rm app}$ near the temperature of the plot. Either choice requires that the Schottky lowering $S$ be included and that the collecting field be well above the patch field. The remaining digits are in the numerical output.

## Calculated quantities

```
Local work functions: 2.00, 2.50 eV
Low/high area shares: 0.30, 0.70
Period, low-stripe width: 20.0, 6.0 um
Temperature, kT: 1100 K, 0.09479 eV
Gap, voltage: 1.0 mm, 2000 V
Collecting field: 0.0200 MV/cm
Kelvin area mean: 2.3500 eV
Laplace Kelvin, gaps 5 and 10 um: 2.3500, 2.3500 eV
Local Kelvin, gap 2 um (mesh): 2.009 eV
Local Kelvin, gap 2 um (formula): 2.009 eV
Emission work function phi_em: 2.1130 eV
Richardson-slope phi_R: 2.0059 eV
phi_K - phi_em: 0.2370 eV
Low/high current shares: 0.98820, 0.01180
Theoretical Richardson constant: 120.17 A/cm2/K2
Apparent Richardson constant: 38.83 A/cm2/K2
Central patch retarding field: 0.000981 MV/cm
Blocked edge strip, formula/numeric: 0.0796, 0.0803 um
Schottky lowering: 0.0537 eV
Barrier-top distance: 13.42 nm
Field (MV/cm): vertical estimate, lower bound of work function (eV)
  0.000001: 2.4219, 2.3491
  0.000100: 2.3559, 2.2988
  0.001000: 2.1557, 2.1497
  0.005000: 2.1232, 2.1211
  0.020000: 2.1177, 2.1172
Without image force: trajectory, vertical, lower bound (eV)
  0.0001 MV/cm: 2.326, 2.354, 2.295
  0.0200 MV/cm: 2.114, 2.114, 2.113
Trajectory standard errors: 0.0032, 0.0013 eV
Strong-field current density: 0.0534 A/cm2
Current predicted with phi_K: 0.00438 A/cm2
Current ratio: 12.19
Emission at 300 K, no Schottky: 8.18e-28 A/cm2
Child-law current at 2 kV: 20.88 A/cm2
Space-charge surface-field loss: 0.152 percent
Weak-field (0.0001 MV/cm) current/Child limit: 0.330
Tunnelling current increase: 0.0105 percent
Fermi-statistics relative correction: 1.7e-10
Assumed work-function drift: 1.0e-04 eV/K
Drift from 300 K to 1100 K: 0.080 eV
Richardson slope with drift: 1.8959 eV
Assumed reflection, shift: 0.05, 0.0049 eV
Assumed field enhancement, shift: 2.0, 0.0222 eV
Rough breakdown field: 0.3 MV/cm
Collecting/breakdown field: 0.067
```
